# String tension between fractional charges in the massive Schwinger model

## Two probes on a line

Place a static charge $+qe$ at $x=-R/2$ and a static charge $-qe$ at $x=+R/2$ in a one-dimensional world. Field lines cannot spread, so without other charges the field between the probes is $F=qe$ and the energy is $e^2q^2R/2$: a string with tension $e^2q^2/2$.

Now let the world contain dynamical fermions of charge $e$ and mass $m$. They can neutralize a probe of integer $q$. A probe with $q=1/4$ cannot be neutralized by a whole number of fermions, so one might expect its string to survive. How much of it survives when the fermions are light?

I use $\hbar=c=1$. In 1+1 dimensions $e$ has the dimension of mass. There is one Dirac fermion with $m>0$, and Gauss's law reads $F'=e(j^0+\rho_{\rm probe})$. The tension $\sigma$ is the coefficient of $R$ in the ground-state energy at large $R$.

## Simplest case: heavy fermions

For $m\gg e$, virtual pairs are negligible at leading order. Real pairs still matter. If $n$ pairs are created and their members move to the probes, the field between the probes becomes $e(q-n)$. The cost $2|n|m$ does not grow with $R$, so at large $R$ the lowest field energy wins:

$$\sigma_{\rm heavy}=\frac{e^2}{2}\min_{n}(q-n)^2 .$$

This is $e^2q^2/2$ for $|q|\le 1/2$ and has period 1 in $q$. For $1/2<q\le1$, and neglecting the kinetic and field energy of the fermions bound at the probes, which is small compared with $m$, one pair lowers the energy once

$$\frac{e^2R}{2}\left[q^2-(1-q)^2\right]=\frac{e^2R}{2}(2q-1)>2m ,\qquad R>\frac{4m}{e^2(2q-1)} .$$

At shorter distances the unbroken string has the lower energy.

A uniform background field $e\theta/2\pi$ can also be present. Integer charges change it in steps of $e$, so $\theta$ is an angle. The region between the probes has $\theta$ replaced by $\theta+2\pi q$. If $\mathcal E(\theta)$ is the vacuum energy density, then for any mass

$$\sigma=\mathcal E(\theta+2\pi q)-\mathcal E(\theta). \tag{1}$$

The heavy result is (1) at $\theta=0$ with $\mathcal E=\frac{e^2}{2}\min_n(\theta/2\pi-n)^2$.

## Opposite case: massless fermions

For light fermions I use bosonization, the equivalence of a massless Dirac fermion to a massless scalar $\phi$ with momentum $\pi_\phi$. The equivalence is an input; its normalizations can be checked. Take

$$j^0=\frac{\phi'}{\sqrt\pi},\qquad j^1=-\frac{\dot\phi}{\sqrt\pi},$$

which conserves charge identically. The scalar correlator is $-\frac1{4\pi}\ln(x^2-t^2)$ plus a constant. Applying $-\partial_x^2/\pi$ gives

$$\langle j^0j^0\rangle=-\frac1{4\pi^2}\left[\frac1{(x-t)^2}+\frac1{(x+t)^2}\right],$$

the sum of the density correlators of free right and left movers, as it should be.

The mass term turns a left mover into a right mover or the reverse, so it changes the chiral charge by $\pm2$. Up to a sign convention this charge is $\int j^1dx=-\int\pi_\phi dx/\sqrt\pi$. Since $[\pi_\phi(x),e^{i\beta\phi(y)}]=\beta\,\delta(x-y)e^{i\beta\phi(y)}$, the operator $e^{i\beta\phi}$ changes it by $-\beta/\sqrt\pi$. Hence $\beta=\pm2\sqrt\pi$, and

$$\bar\psi\psi=-\Sigma:\!\cos(2\sqrt\pi\,\phi)\!:\,,$$

with a constant $\Sigma>0$ still to be found. The sign makes $\phi=0$, which has no field, a favoured value for $m>0$ at $\theta=0$.

Let $\chi(x)=1$ between the probes and 0 outside. Gauss's law integrates to $F=e(\phi/\sqrt\pi+q\chi)$. With

$$\mu=\frac{e}{\sqrt\pi},\qquad s(x)=\sqrt\pi\,q\chi(x),$$

the field energy is $F^2/2=\frac12\mu^2(\phi+s)^2$, and

$$H=\int dx\left[\tfrac12\pi_\phi^2+\tfrac12\phi'^2+\tfrac12\mu^2(\phi+s)^2-m\Sigma:\!\cos(2\sqrt\pi\phi)\!:\right]. \tag{2}$$

Set $m=0$ and write $\phi=\phi_c+\eta$, with $\phi_c$ chosen to remove the terms linear in $\eta$:

$$\phi_c''=\mu^2(\phi_c+s).$$

The remaining Hamiltonian for $\eta$ is that of a free field of mass $\mu$ without probes. Its zero-point energy is unchanged, so the classical energy of $\phi_c$ is the full interaction energy.

Let $h=\mu R/2$. The even, decaying solution is $\phi_c=-\sqrt\pi q+B\cosh\mu x$ inside and $\phi_c=Ce^{-\mu|x|}$ outside. Continuity of $\phi_c$ and $\phi_c'$ at $x=R/2$ requires

$$-\sqrt\pi q+B\cosh h=Ce^{-h},\qquad B\sinh h=-Ce^{-h}.$$

Adding them gives $Be^{h}=\sqrt\pi q$, so $B=\sqrt\pi qe^{-h}$ and $C=-\sqrt\pi q\sinh h$.

For the energy, integration by parts gives $\int\phi_c'^2=-\int\phi_c\phi_c''=-\mu^2\int\phi_c(\phi_c+s)$. Therefore

$$V_0=\frac{\mu^2}{2}\int s(\phi_c+s)\,dx
=\frac{\mu^2}{2}\sqrt\pi q\,B\,\frac{2\sinh h}{\mu}
=\frac{q^2e^2}{2\mu}\left(1-e^{-\mu R}\right), \tag{3}$$

where $\pi\mu=e^2/\mu$ was used.

**Limits.** For $\mu R\ll1$, $V_0\to e^2q^2R/2$, the bare string. For $\mu R\gg1$ it saturates and the tension vanishes, even for fractional $q$. The mean charge induced around the left probe is $\int_{-\infty}^0\phi_c'dx/\sqrt\pi=\phi_c(0)/\sqrt\pi\to-q$. The total fermion charge is an integer, but the mean charge in part of the line need not be. For $q=0.25$ the energy is $0.0375\,e$ at $R=2/e$ and tends to $0.0554\,e$. A finite-difference solution for $\phi_c$ was tested against (3) at $R=2/e$ and $R=20/e$, about one and eleven screening lengths $1/\mu$.

## The size of the condensate

Normal ordering in (2) refers to mass $\mu$, so the cosine has expectation 1 in the massless-fermion vacuum without probes, and $\langle\bar\psi\psi\rangle=-\Sigma$. To find $\Sigma$, compare a correlator at Euclidean distance $r\ll1/e$, where the interaction drops out because $e$ has the dimension of mass.

The free fermion propagator is $S(x)=\gamma\cdot x/(2\pi r^2)$. With the minus sign of the fermion loop,

$$\langle\bar\psi\psi(x)\bar\psi\psi(0)\rangle=-{\rm tr}\,S(x)S(-x)=\frac{2r^2}{4\pi^2r^4}=\frac1{2\pi^2r^2}.$$

On the boson side the propagator is $G=K_0(\mu r)/2\pi$, so $\beta^2G=4\pi G=2K_0(\mu r)$. Exponentials of opposite sign contribute $e^{2K_0}$ and those of equal sign $e^{-2K_0}$:

$$\Sigma^2\langle:\!\cos\!:\,:\!\cos\!:\rangle=\frac{\Sigma^2}{2}\left(e^{2K_0}+e^{-2K_0}\right)
\to\frac{\Sigma^2}{2}\,\frac{4e^{-2\gamma}}{\mu^2r^2}.$$

Here $K_0(z)\simeq-\ln(z/2)-\gamma$, with $\gamma$ Euler's constant. Equating the two sides gives

$$\Sigma=\frac{e^\gamma\mu}{2\pi}=\frac{e^\gamma e}{2\pi^{3/2}}\approx0.1599\,e , \tag{4}$$

where $e^\gamma$ is a number and the other $e$ is the charge.

## Switching on a small mass

To first order in $m$, take the expectation of the mass term in the displaced vacuum and subtract its value without probes. Since $\langle:\!e^{i\beta\eta}\!:\rangle=1$, the cosine averages to its value at $\phi_c$:

$$V_1(R)=m\Sigma\int dx\left[1-\cos(2\sqrt\pi\,\phi_c(x))\right].$$

Far outside, $\phi_c\to0$ and the integrand vanishes. Deep inside, $\phi_c\to-\sqrt\pi q$ and it equals $1-\cos2\pi q$. The transitions have width about $1/\mu$, and at large $R$ their shape no longer depends on $R$. Moving the probes apart then adds plateau, so

$$\boxed{\;\sigma=m\Sigma\,(1-\cos2\pi q)+O(m^2),\qquad m\ll e,\ \theta=0.\;} \tag{5}$$

The light fermions screen most of the mean field. Deep inside, the residual field is $\frac1e\,d\sigma/dq=2\pi m\Sigma\sin(2\pi q)/e$ at first order, about 8% of the bare field $qe$ for $q=1/4$ and $m=0.02e$; its field energy is of order $m^2$. What remains is the cost of rotating the phase of the condensate against the mass term, and at first order this is the whole tension. The slope of the integral between $R=20/e$ and $30/e$, computed from the numerical $\phi_c$, agrees with $1-\cos2\pi q$ within the test tolerance of 0.002 for $q=0.25$, $0.4$ and $1$.

For a general background, replace $s$ by the constant $\theta/(2\sqrt\pi)$ and shift $\phi\to\phi-\theta/(2\sqrt\pi)$. The quadratic part loses $\theta$ and the cosine becomes $\cos(2\sqrt\pi\phi-\theta)$. Thus, to first order in $m$, $\mathcal E(\theta)=-m\Sigma\cos\theta$ up to a constant, and (1) gives

$$\sigma=m\Sigma\left[\cos\theta-\cos(\theta+2\pi q)\right].$$

This can be negative. With $m=0.02e$, $\theta=0.6\pi$ and $q=0.6$, the bracket is $-0.309-0.809=-1.118$ and the first-order tension is $-0.0036\,e^2$. The region between the probes then has the lower energy density, and the probes are pushed apart. The heavy formula has the same sign here: the inner background $0.9$ relaxes to $-0.1$ and the outer one is $0.3$, so $\sigma=\frac{e^2}{2}(0.01-0.09)=-0.04\,e^2$.

## How small must the mass be?

The next order answers this. Second-order perturbation theory for the energy density reads

$$\mathcal E_2=-\frac{(m\Sigma)^2}{2}\int d^2x\,\langle:\!\cos(2\sqrt\pi\phi(x)-\theta)\!:\,:\!\cos(2\sqrt\pi\phi(0)-\theta)\!:\rangle_c .$$

Write the product of cosines as half the cosine of the sum plus half the cosine of the difference. The expectations are $\cos2\theta\,e^{-2K_0}$ and $e^{2K_0}$. The disconnected part is $\cos^2\theta=\frac12(1+\cos2\theta)$. Hence

$$\mathcal E_2=-\frac{(m\Sigma)^2}{4}\int d^2x\left[\cos2\theta\,(e^{-2K_0}-1)+(e^{2K_0}-1)\right].$$

The last term behaves as $1/r^2$ at short distance and diverges logarithmically, but it is independent of $\theta$ and cancels in (1). The rest is finite:

$$\sigma_2=-\frac{(m\Sigma)^2A}{4}(1-\cos4\pi q),\qquad
A=\int d^2x\,(1-e^{-2K_0(\mu r)})=\frac{8.914}{\mu^2}. \tag{6}$$

With $\mu^2=e^2/\pi$ this is $A\approx28.0/e^2$. Since $1-\cos4\pi q=2\sin^22\pi q=2(1-\cos2\pi q)(1+\cos2\pi q)$, the ratio to the first-order tension is

$$\frac{\sigma_2}{\sigma_1}=-\frac{m\Sigma A}{2}(1+\cos2\pi q).$$

Its magnitude is largest as $q\to0$, where it tends to $m\Sigma A\approx4.5\,m/e$. For $q$ near an integer, formula (5) therefore needs $m$ well below about $0.2e$, a stricter condition than $m<e$. Near $q=1/2$ the second-order term vanishes and the condition is weaker.

**A check at small $q$.** If quantum fluctuations are ignored, expanding the cosine in (2) gives a uniform energy density $\frac12\mu^2(\phi+\sqrt\pi q)^2+\frac12M^2\phi^2$ with $M^2=4\pi m\Sigma$. Its minimum is

$$\frac{\pi q^2}{2}\frac{\mu^2M^2}{\mu^2+M^2}=2\pi^2q^2m\Sigma\left(1-\frac{4\pi m\Sigma}{\mu^2}+\dots\right).$$

The leading term agrees with (5). The correction has $4\pi\approx12.6$ in place of $8.914$. It corresponds to replacing $1-e^{-2K_0}$ by $2K_0$ in $A$, because $\int d^2x\,2K_0(\mu r)=4\pi/\mu^2$. The difference comes from the fluctuations retained in (6).

## One periodic function, two limits

For uniform $\theta$, the field in (2) is $F=e(\phi/\sqrt\pi+\theta/2\pi)$. Under $\theta\to\theta+2\pi$ and $\phi\to\phi-\sqrt\pi$ both $F$ and the cosine are unchanged. Hence $\mathcal E(\theta+2\pi)=\mathcal E(\theta)$ for any mass, and by (1) an integer probe has no tension.

The same Hamiltonian shows where the classical result comes from. At large $m$ the cosine pins $\phi$ near $-n\sqrt\pi$ with integer $n$, and the field energy becomes $\frac{e^2}{2}(\theta/2\pi-n)^2$. The integer $n$ is the one counted by pair creation. At small $m$ the quadratic term instead pins $\phi$ near $-\theta/(2\sqrt\pi)$, so the mean field is only of order $m$, and to first order in $m$ the dependence of the total energy on $\theta$ is that of the cosine term's expectation value.

The harmonics of $\mathcal E$ make the comparison precise. On $|q|\le1/2$, with $\theta=2\pi q$, the coefficient of $\cos2\pi kq$ in the heavy result follows from two integrations by parts:

$$2\int_{-1/2}^{1/2}\frac{e^2q^2}{2}\cos(2\pi kq)\,dq
=-\frac{e^2}{\pi k}\int_{-1/2}^{1/2}q\sin(2\pi kq)\,dq=\frac{(-1)^ke^2}{2\pi^2k^2}.$$

The first two coefficients are:

- light fermions: $-m\Sigma$ and $+(m\Sigma)^2A/4$;
- heavy fermions: $-e^2/2\pi^2$ and $+e^2/8\pi^2$.

The signs agree. At small mass the second harmonic is suppressed by a further power of $m$, and the curve is smooth through the order computed. At large mass the harmonics fall only as $1/k^2$ and build a cusp at $q=1/2$, where the branches $n=0$ and $n=1$ cross. Raising $m$ in (5) does not produce the parabola: (5) would grow without bound, while the heavy tension never exceeds $e^2/8$. Neither expansion locates the mass at which the cusp first appears.

## Back to the fermions: a test on a circle

The light-mass derivation rests on bosonization, so it should be tested in the fermion theory. Take a circle of length $L$ with $N$ sites and spacing $a=L/N$, and measure the link field $F_n$ in units of $e$:

$$H=\frac{e^2a}{2}\sum_nF_n^2-\frac1{2a}\sum_n(c_n^\dagger U_nc_{n+1}+{\rm h.c.})+m\sum_n(-1)^nc_n^\dagger c_n,$$

$$F_n-F_{n-1}=c_n^\dagger c_n-\tfrac12 .$$

Even links carry $F_n=\alpha-\frac14+$ integer and odd links $\alpha+\frac14+$ integer, with $\alpha=\theta/2\pi$. A one-site translation is equivalent to $\alpha\to\alpha+\frac12$, $m\to-m$, which is also a symmetry of $-m\Sigma\cos\theta$. The tension is the difference of ground energies at $\alpha=q$ and $\alpha=0$, divided by $L$.

The finite circle changes the constants in (5) and (6). Periodic images raise $\langle\phi^2\rangle$ by $\frac1\pi\sum_{n\ge1}K_0(n\mu L)$. If this increase is called $\delta$, the average of the cosine is multiplied by $e^{-\beta^2\delta/2}=e^{-2\pi\delta}$, so

$$\Sigma_L=\Sigma\exp\Big[-2\sum_{n\ge1}K_0(n\mu L)\Big].$$

In $A$, $K_0$ becomes its sum over images and the integral covers one circumference, which defines $A_L$. For $eL=4$, $\Sigma_L=0.1335\,e$ and $A_L=22.74/e^2$.

Write the tension as $s_0+s_1m+s_2m^2$. For $q=1/3$, both $1-\cos2\pi q$ and $1-\cos4\pi q$ equal $3/2$, and the prediction is

$$s_1=1.5\times0.1335\,e=0.2003\,e,\qquad s_2=-\frac{0.1335^2\times22.74}{4}\times1.5=-0.152 .$$

Diagonalization for $N=8$ to $14$, extrapolated to $a=0$, gives $0.2000\,e$ and $-0.152$. For $q=0.2$ it gives $0.0922\,e$ and $-0.183$, against predictions of $0.0923\,e$ and $-0.183$. The differences are at most about 0.2% of the predicted values; the tests allowed 2% for $s_1$ and 5% for $s_2$. The massless part $s_0$ extrapolates to about $10^{-6}e^2$ or less, as screening requires.

At $m=5e$ the same Hamiltonian, with $N=12$, gives $0.04495\,e^2$ for both $q=0.3$ and $q=0.7$. The classical value is $\frac12(0.3)^2e^2=0.045\,e^2$. The equality of the two values holds for any mass, because $\alpha\to1-\alpha$ is a symmetry of this Hamiltonian on the circle. The ground state at $q=0.7$ lies in the flux sector $n=1$ instead of at the unbroken value $0.245\,e^2$, but this does not test the pair-creation threshold in $R$. The lattice is coarse for this mass ($ma\approx1.7$), and the last digit is not converged: the value moves from $0.04496\,e^2$ at $N=8$ to $0.04493\,e^2$ at $N=16$.

## Numbers for a light fermion

Take $m=0.02e$ and $\theta=0$ on the infinite line, so that $m\Sigma=0.02\times0.1599\,e^2=0.003199\,e^2$. For $q=1/4$,

$$\sigma_1=0.003199\,e^2,\qquad
\sigma_2=-\frac{(0.003199)^2\times28.0}{4}\times2\,e^2=-0.000143\,e^2,$$

and through second order $\sigma\approx0.00306\,e^2$. A heavy fermion would leave $0.03125\,e^2$, about ten times more. The value at $q=3/4$ is the same, and at $q=1$ the tension vanishes.

At $q=1/2$ the second-order term is zero and $\sigma\approx0.0064\,e^2$, against $0.125\,e^2$ for heavy fermions. At $q=0.1$ the correction is $-0.000049\,e^2$ on $0.000611\,e^2$, or 8%, in line with the ratio derived above.

Such a weak string adds little to the energy at moderate distance. For $q=1/4$ the screened energy (3) saturates at $0.0554\,e$, and $\sigma R$ reaches that value at $R\approx0.0554/(0.00306\,e)\approx18/e$, about ten screening lengths $1/\mu$. In the force the string shows much earlier, because the saturated constant exerts none: $dV_0/dR=\frac12q^2e^2\,e^{-\mu R}$ falls to $\sigma$ at $\mu R\approx\ln(0.03125/0.00306)\approx2.3$, that is near $R\approx4/e$. The numerical output below lists the remaining values.

## Calculated quantities

```
mu = 0.564190 e
Sigma = 0.159929 e
A mu^2 = 8.9139 (dimensionless)
q=0.25: grid slope of V1/(m Sigma) = 1.0000, 1-cos(2 pi q) = 1.0000
q=0.40: grid slope of V1/(m Sigma) = 1.8090, 1-cos(2 pi q) = 1.8090
q=1.00: grid slope of V1/(m Sigma) = -0.0002, 1-cos(2 pi q) = 0.0000
Massless screened energy, q=0.25, R=2/e: 0.03747 e
Its limit q^2 e^2/(2 mu) at large R: 0.05539 e
Circle eL = 4.0: Sigma_L = 0.133513 e, A_L = 22.7370 /e^2
Lattice tension = s0 + s1 m + s2 m^2 on the circle:
 q=0.2000 N= 8: s0=0.000015 e^2, s1=0.09273 e, s2=-0.18429
 q=0.2000 N=10: s0=0.000006 e^2, s1=0.09254 e, s2=-0.18373
 q=0.2000 N=12: s0=0.000003 e^2, s1=0.09245 e, s2=-0.18346
 q=0.2000 N=14: s0=0.000001 e^2, s1=0.09239 e, s2=-0.18331
 q=0.2000 a->0: s0=0.000001 e^2, s1=0.09224 e, s2=-0.18293
 q=0.2000 formula: s0=0 e^2, s1=0.09226 e, s2=-0.18330
 q=0.3333 N= 8: s0=0.000012 e^2, s1=0.20117 e, s2=-0.15285
 q=0.3333 N=10: s0=0.000005 e^2, s1=0.20072 e, s2=-0.15241
 q=0.3333 N=12: s0=0.000002 e^2, s1=0.20049 e, s2=-0.15219
 q=0.3333 N=14: s0=0.000001 e^2, s1=0.20037 e, s2=-0.15207
 q=0.3333 a->0: s0=0.000000 e^2, s1=0.20004 e, s2=-0.15176
 q=0.3333 formula: s0=0 e^2, s1=0.20027 e, s2=-0.15199
Heavy m=5e, q=0.3: lattice 0.04495 e^2, classical 0.04500 e^2
Heavy m=5e, q=0.7: lattice 0.04495 e^2, classical 0.04500 e^2
Example: m = 0.02 e, m Sigma = 0.003199 e^2
 q=0.10: first 0.000611, second -0.000049, sum 0.000561; heavy 0.00500 (e^2)
 q=0.25: first 0.003199, second -0.000143, sum 0.003055; heavy 0.03125 (e^2)
 q=0.50: first 0.006397, second 0.000000, sum 0.006397; heavy 0.12500 (e^2)
 q=0.75: first 0.003199, second -0.000143, sum 0.003055; heavy 0.03125 (e^2)
 q=1.00: first 0.000000, second 0.000000, sum 0.000000; heavy 0.00000 (e^2)
theta=0.6 pi, q=0.6: first-order tension -0.003576 e^2
```
